# Baliga's Ideal Specific Drift Resistance for a Non-Punch-Through Layer: a program that tests the result

```python
"""Ideal specific resistance of a uniformly doped, non-punch-through layer.

Result under test: R = 4 V^2 / (eps mu Ec^3)
  R   resistance times area (ohm cm^2)    V   total blocked voltage (V)
  eps permittivity (F/cm)                 mu  electron mobility (cm^2/(V s))
  Ec  peak field at breakdown (V/cm)      N   donor density (1/cm^3)
The layer is exactly as thick as its depletion region at breakdown.
Designs are found by root search on numerically integrated fields.
"""
import numpy as np
from scipy.constants import e as q, epsilon_0, k as k_boltzmann
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

UM = 1e-4                       # one micrometre in cm
eps_rel = 10.0
eps = eps_rel * epsilon_0 / 100.0
mu = 1000.0
Ec = 2.5e6
V = 1000.0
temperature = 300.0
THICK = 40 * UM                 # thicker than every depletion region below


def field_profile(N, peak, thickness):
    """Field in a doped layer; it is zero beyond the depletion edge."""
    x = np.linspace(0.0, thickness, 40001)
    return x, np.maximum(peak - q * N * x / eps, 0.0)


def blocked_voltage(N, peak, thickness):
    x, field = field_profile(N, peak, thickness)
    return trapezoid(field, x)


def depletion_edge(N, peak):
    """Extrapolate the last two positive field samples to zero."""
    x, field = field_profile(N, peak, THICK)
    i = np.flatnonzero(field > 0)[-1]
    assert i < len(x) - 1
    return x[i] + field[i] * (x[i] - x[i-1]) / (field[i-1] - field[i])


def find_doping(voltage, peak, thickness):
    def mismatch(log_N):
        return blocked_voltage(np.exp(log_N), peak, thickness) - voltage
    return np.exp(brentq(mismatch, np.log(1e12), np.log(1e19), xtol=1e-12))


def resistance(N, thickness):
    return thickness / (q * mu * N)


def baliga(voltage, peak):
    return 4 * voltage**2 / (eps * mu * peak**3)


# Non-punch-through design, found without the closed formulas
N = find_doping(V, Ec, THICK)
W = depletion_edge(N, Ec)
R = resistance(N, W)
assert np.isclose(W, 2 * V / Ec, rtol=1e-6)
assert np.isclose(N, eps * Ec**2 / (2 * q * V), rtol=1e-6)
assert np.isclose(R, baliga(V, Ec), rtol=1e-6)

# Doubled critical field at the same voltage
N_double = find_doping(V, 2 * Ec, THICK)
W_double = depletion_edge(N_double, 2 * Ec)
R_double = resistance(N_double, W_double)
assert np.isclose(W_double / W, 1 / 2, rtol=1e-6)
assert np.isclose(N_double / N, 4, rtol=1e-6)
assert np.isclose(R_double / R, 1 / 8, rtol=1e-6)

# Same doping, changed thickness
V_thicker = blocked_voltage(N, Ec, 1.25 * W)
V_thinner = blocked_voltage(N, Ec, 0.80 * W)
assert np.isclose(V_thicker, V, rtol=1e-6)
assert np.isclose(V_thinner, 0.96 * V, rtol=1e-6)


# Best punch-through layer at the same voltage and critical field
def punch_through_resistance(thickness_um):
    thickness = thickness_um * UM
    return resistance(find_doping(V, Ec, thickness), thickness)


best = minimize_scalar(punch_through_resistance, bounds=(4.2, 8.0),
                       method="bounded", options={"xatol": 1e-6})
t_best, R_best = best.x * UM, best.fun
N_best = find_doping(V, Ec, t_best)
far_field = Ec - q * N_best * t_best / eps
assert far_field > 0
assert np.isclose(t_best, 1.5 * V / Ec, rtol=1e-3)
assert np.isclose(R_best, 27 / 8 * V**2 / (eps * mu * Ec**3), rtol=1e-6)

# Critical field from an ionization rate A E^7, calibrated on the V design
x_ref, field_ref = field_profile(N, Ec, THICK)
A = 1 / trapezoid(field_ref**7, x_ref)
assert np.isclose(A * Ec**7 * W / 8, 1, rtol=1e-5)


def breakdown_field(N_layer):
    def excess(peak):
        x, field = field_profile(N_layer, peak, THICK)
        return A * trapezoid(field**7, x) - 1
    return brentq(excess, 5e5, 1e7, rtol=1e-12)


def ionization_design(voltage):
    def mismatch(log_N):
        N_layer = np.exp(log_N)
        peak = breakdown_field(N_layer)
        return blocked_voltage(N_layer, peak, THICK) - voltage
    N_layer = np.exp(brentq(mismatch, np.log(1e15), np.log(1e18), xtol=1e-10))
    peak = breakdown_field(N_layer)
    return peak, resistance(N_layer, depletion_edge(N_layer, peak))


V_low, V_high = 500.0, 2000.0
Ec_low, R_low = ionization_design(V_low)
Ec_high, R_high = ionization_design(V_high)
field_power = np.log(Ec_high / Ec_low) / np.log(V_high / V_low)
resistance_power = np.log(R_high / R_low) / np.log(V_high / V_low)
assert np.isclose(field_power, -1 / 6, atol=1e-4)
assert np.isclose(resistance_power, 5 / 2, atol=1e-4)
assert np.isclose(R_low, baliga(V_low, Ec_low), rtol=1e-5)
assert np.isclose(R_high, baliga(V_high, Ec_high), rtol=1e-5)

# Poisson equation with Boltzmann electrons, in thermal and Debye units:
# u'' = 1 - exp(-u), started on the growing solution deep in the bulk
V_thermal = k_boltzmann * temperature / q
debye = np.sqrt(eps * V_thermal / (q * N))


def reaches_full_bending(s, y):
    return y[0] - V / V_thermal


reaches_full_bending.terminal = True
poisson = solve_ivp(lambda s, y: [y[1], -np.expm1(-y[0])], (0, 1000),
                    [1e-6, 1e-6], method="DOP853", rtol=1e-11, atol=1e-13,
                    events=reaches_full_bending)
assert len(poisson.t_events[0]) == 1
peak_full = poisson.y_events[0][0][1] * V_thermal / debye
field_deficit = 1 - peak_full / Ec
assert np.isclose(field_deficit, V_thermal / (2 * V), rtol=1e-2)

# On-state operating point
J = 100.0
drop = J * R
on_field = drop / W

print(f"Relative permittivity: {eps_rel:.1f}")
print(f"Permittivity: {eps:.4e} F/cm")
print(f"Elementary charge: {q:.4e} C")
print(f"Mobility: {mu:.0f} cm^2/(V s)")
print(f"Critical field: {Ec/1e6:.2f} MV/cm")
print(f"Blocked voltage: {V:.0f} V")
print(f"Temperature: {temperature:.0f} K")
print(f"Depletion width: {W/UM:.3f} um")
print(f"Donor density: {N:.4e} cm^-3")
print(f"Specific resistance, numerical design: {R*1e3:.4f} mohm cm^2")
print(f"Specific resistance, formula: {baliga(V, Ec)*1e3:.4f} mohm cm^2")
print(f"Specific resistance, formula: {baliga(V, Ec):.4e} ohm cm^2")
print(f"Figure of merit eps mu Ec^3: {eps*mu*Ec**3:.4e} W/cm^2")
print(f"On-state current density: {J:.0f} A/cm^2")
print(f"On-state voltage drop: {drop*1e3:.2f} mV")
print(f"On-state field: {on_field:.2f} V/cm")
print(f"Doubled Ec, width: {W_double/UM:.3f} um")
print(f"Doubled Ec, donor density: {N_double:.4e} cm^-3")
print(f"Doubled Ec, resistance: {R_double*1e3:.5f} mohm cm^2")
print(f"Same N, thickness 1.25 W, voltage: {V_thicker:.2f} V")
print(f"Same N, thickness 1.25 W, R: {resistance(N, 1.25*W)*1e3:.4f} mohm cm^2")
print(f"Same N, thickness 0.80 W, voltage: {V_thinner:.2f} V")
print(f"Same N, thickness 0.80 W, R: {resistance(N, 0.8*W)*1e3:.4f} mohm cm^2")
print(f"Best punch-through thickness: {t_best/UM:.3f} um")
print(f"Best punch-through donor density: {N_best:.3e} cm^-3")
print(f"Best punch-through far-side field: {far_field/1e6:.3f} MV/cm")
print(f"Best punch-through resistance: {R_best*1e3:.4f} mohm cm^2")
print(f"Saving against non-punch-through: {100*(1-R_best/R):.2f} percent")
print(f"Ionization rate at 2.5 MV/cm: {A*Ec**7:.4e} cm^-1")
print(f"Ionization model, Ec at 500 V: {Ec_low/1e6:.4f} MV/cm")
print(f"Ionization model, R at 500 V: {R_low*1e3:.5f} mohm cm^2")
print(f"Ionization model, Ec at 2000 V: {Ec_high/1e6:.4f} MV/cm")
print(f"Ionization model, R at 2000 V: {R_high*1e3:.4f} mohm cm^2")
print(f"Fixed Ec, R at 500 V: {baliga(V_low, Ec)*1e3:.5f} mohm cm^2")
print(f"Fixed Ec, R at 2000 V: {baliga(V_high, Ec)*1e3:.4f} mohm cm^2")
print(f"Power of V in Ec, ionization model: {field_power:.4f}")
print(f"Power of V in R, ionization model: {resistance_power:.4f}")
print(f"Thermal voltage: {V_thermal*1e3:.3f} mV")
print(f"Debye length: {debye/UM:.4f} um")
print(f"Peak-field deficit from mobile electrons: {field_deficit*1e6:.2f} ppm")
print("OK")
```

Running it gives:

```
Relative permittivity: 10.0
Permittivity: 8.8542e-13 F/cm
Elementary charge: 1.6022e-19 C
Mobility: 1000 cm^2/(V s)
Critical field: 2.50 MV/cm
Blocked voltage: 1000 V
Temperature: 300 K
Depletion width: 8.000 um
Donor density: 1.7270e+16 cm^-3
Specific resistance, numerical design: 0.2891 mohm cm^2
Specific resistance, formula: 0.2891 mohm cm^2
Specific resistance, formula: 2.8913e-04 ohm cm^2
Figure of merit eps mu Ec^3: 1.3835e+10 W/cm^2
On-state current density: 100 A/cm^2
On-state voltage drop: 28.91 mV
On-state field: 36.14 V/cm
Doubled Ec, width: 4.000 um
Doubled Ec, donor density: 6.9079e+16 cm^-3
Doubled Ec, resistance: 0.03614 mohm cm^2
Same N, thickness 1.25 W, voltage: 1000.00 V
Same N, thickness 1.25 W, R: 0.3614 mohm cm^2
Same N, thickness 0.80 W, voltage: 960.00 V
Same N, thickness 0.80 W, R: 0.2313 mohm cm^2
Best punch-through thickness: 6.000 um
Best punch-through donor density: 1.535e+16 cm^-3
Best punch-through far-side field: 0.833 MV/cm
Best punch-through resistance: 0.2440 mohm cm^2
Saving against non-punch-through: 15.62 percent
Ionization rate at 2.5 MV/cm: 1.0000e+04 cm^-1
Ionization model, Ec at 500 V: 2.8062 MV/cm
Ionization model, R at 500 V: 0.05111 mohm cm^2
Ionization model, Ec at 2000 V: 2.2272 MV/cm
Ionization model, R at 2000 V: 1.6356 mohm cm^2
Fixed Ec, R at 500 V: 0.07228 mohm cm^2
Fixed Ec, R at 2000 V: 1.1565 mohm cm^2
Power of V in Ec, ionization model: -0.1667
Power of V in R, ionization model: 2.5000
Thermal voltage: 25.852 mV
Debye length: 0.0288 um
Peak-field deficit from mobile electrons: 12.93 ppm
OK
```
